# White-noise wall roughness: transport rate equals out-scattering rate in metal films

In a model metal film 5 nm thick, with 21 occupied subbands and only wall roughness to scatter electrons, the lowest subband holds about 7 % of the electrons and carries 64 % of the conductance. Yet every electron in it is eventually scattered into other subbands, and others are scattered in. One might expect this exchange to even out the subband contributions. For white-noise roughness it does not: electrons that arrive by scattering bring no mean velocity, and each subband relaxes at its own total out-scattering rate.

## The model and the wall as a source

Free electrons of mass $m$ and charge $-e$ move between hard walls near $z=0$ and $z=L$. With flat walls the states are

$$\psi_0=\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A}\,\varphi_n(z),\qquad \varphi_n=\sqrt{\tfrac2L}\,\sin q_nz,\qquad q_n=\frac{n\pi}{L},$$

where $\mathbf r$ is the in-plane position and $A$ the film area. At the Fermi energy, subband $n$ has in-plane wavenumber $k_n$, with $k_n^2=k_F^2-q_n^2$; $N$ subbands are occupied.

The walls are displaced to $z=h_1(\mathbf r)$ and $z=L+h_2(\mathbf r)$, with zero-mean random $h_a$. Write $\psi=\psi_0+\psi_1$. The condition $\psi=0$ on the displaced upper wall, expanded to first order, is $\psi_0(L)+h_2\partial_z\psi_0(L)+\psi_1(L)=0$. Since $\psi_0(L)=0$, and likewise below,

$$\psi_1(L)=-h_2\,\partial_z\psi_0(L),\qquad \psi_1(0)=-h_1\,\partial_z\psi_0(0).$$

Inside the film $(\nabla_{\mathbf r}^2+\partial_z^2+k_F^2)\psi_1=0$. Let $\chi_{n'}(\mathbf r)=\int_0^L\varphi_{n'}\psi_1\,dz$ be the scattered wave in subband $n'$. Two integrations by parts, with $\varphi_{n'}=0$ at both walls, give

$$\int_0^L\varphi_{n'}\partial_z^2\psi_1\,dz=-\big[\psi_1\partial_z\varphi_{n'}\big]_0^L-q_{n'}^2\chi_{n'} .$$

Hence $(\nabla_{\mathbf r}^2+k_{n'}^2)\chi_{n'}=[\psi_1\partial_z\varphi_{n'}]_0^L$. The slopes are $\partial_z\varphi_n(0)=\sqrt{2/L}\,q_n$ and $\partial_z\varphi_n(L)=(-1)^n\sqrt{2/L}\,q_n$, so

$$(\nabla_{\mathbf r}^2+k_{n'}^2)\chi_{n'}=-\frac{2q_nq_{n'}}{L}\,g_{nn'}(\mathbf r)\frac{e^{i\mathbf k\cdot\mathbf r}}{\sqrt A},\qquad g_{nn'}=(-1)^{n+n'}h_2-h_1. \tag{1}$$

Multiplication by $\hbar^2/2m$ shows that the wall acts as an in-plane potential

$$U_{n'n}(\mathbf r)=-\frac{\hbar^2q_nq_{n'}}{mL}\,g_{nn'}(\mathbf r).$$

For a uniform shift $h_2=\delta L$, $h_1=0$, its diagonal element is $-\hbar^2q_n^2\,\delta L/(mL)$. This equals $(dE_n/dL)\,\delta L$ for $E_n=\hbar^2n^2\pi^2/(2mL^2)$, which confirms sign and factor.

The prefactor of $g_{nn'}$ contains no in-plane momentum. All dependence on the scattering angle must therefore come from the roughness itself. For white noise,

$$\langle h_a(\mathbf r)h_b(\mathbf r')\rangle=w_{ab}\,\delta(\mathbf r-\mathbf r'),\qquad \langle g_{nn'}(\mathbf r)g_{nn'}(\mathbf r')\rangle=F_{nn'}\,\delta(\mathbf r-\mathbf r'),$$

$$F_{nn'}=w_{11}+w_{22}-2(-1)^{n+n'}w_{12}.$$

The strengths $w_{ab}$ have the dimension length$^4$.

The absence of extra momentum dependence was tested on a channel of width $\pi$ in units $\hbar=m=1$. Ripples $b\cos Gx$ on the lower wall and $t\cos Gx$ on the upper wall couple degenerate states with $n=1,2$ and wavenumbers differing by $G$. A cosine supplies half its amplitude to each momentum transfer, so the predicted splitting is $2|M|=(2/\pi)|b+t|$. Diagonalization in the deformed channel, for $G=1.3,\,2,\,3$ and $(b,t)=(0,1),(1,\tfrac12),(1,-\tfrac12)$ times 0.002, agreed with a largest relative error of $3.6\times10^{-4}$.

## First derivation: golden rule and coupled Boltzmann equations

The matrix element is $M=A^{-1}\int U_{n'n}e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf r}d^2r$. In $\langle|M|^2\rangle$ the delta function removes one integral and makes the phase factors cancel; the other integral gives $A$:

$$\langle|M|^2\rangle=\frac1A\left(\frac{\hbar^2q_nq_{n'}}{mL}\right)^2F_{nn'} .$$

The transition rate is $W=(2\pi/\hbar)\langle|M|^2\rangle\,\delta(E-E')$. Replace the sum over $\mathbf k'$ by $A\int k'dk'd\theta/(2\pi)^2$, where $\theta$ is the scattering angle. Because $dE'=\hbar^2k'dk'/m$, the radial integral of the delta function is $m/\hbar^2$. Thus

$$\Gamma_{nn'}=\frac{2\pi}{\hbar}\,\frac{\hbar^4q_n^2q_{n'}^2}{m^2L^2}F_{nn'}\,\frac{m}{\hbar^2}\int_0^{2\pi}\frac{d\theta}{4\pi^2}
=\frac{\hbar}{mL^2}\,q_n^2q_{n'}^2F_{nn'}. \tag{2}$$

Now apply a field $E_x$ along $x$. Write the occupation as $f=f_0+(-\partial f_0/\partial E)\Phi$, to first order in the field. For elastic scattering the Pauli factors combine to $f'(1-f)-f(1-f')=f'-f$. The steady Boltzmann equation, with force $-eE_x$, is

$$-eE_xv_x\frac{\partial f_0}{\partial E}=\sum W(f'-f)\quad\Longrightarrow\quad -eE_xv_x=\sum W(\Phi-\Phi').$$

Let $\phi$ be the angle between $\mathbf k$ and $x$, and $v_n=\hbar k_n/m$. Try $\Phi_n=-eE_xv_n\tau_n\cos\phi$. For a rate even in $\theta$, $\cos(\phi+\theta)$ may be replaced by $\cos\phi\cos\theta$, since the $\sin\theta$ part integrates to zero. Dividing by $-eE_xv_n\cos\phi$ gives the coupled equations

$$1=\tau_n\sum_{n'}\Gamma_{nn'}-\sum_{n'}\Gamma^{(1)}_{nn'}\frac{k_{n'}}{k_n}\tau_{n'}, \tag{3}$$

where $\Gamma^{(1)}$ is the integral for $\Gamma$ with an extra factor $\cos\theta$. The second sum is in-scattering. For white noise the integrand of (2) does not depend on $\theta$, and $\int_0^{2\pi}\cos\theta\,d\theta=0$. Every $\Gamma^{(1)}_{nn'}$ vanishes, including those between different subbands, so

$$\boxed{\frac1{\tau_n}=\sum_{n'=1}^N\Gamma_{nn'}=\frac{\hbar q_n^2}{mL^2}\sum_{n'=1}^Nq_{n'}^2F_{nn'}} \tag{4}$$

For equal, independent walls $F_{nn'}=2w$.

In-scattering still exists as a flow of particles. For general $\Phi$ it equals $B_n=\sum_{n'}\Gamma_{nn'}c_{n'}$, where $c_n$ is the angular mean of $\Phi_n$. Then $\Phi_n=\tau_n(-eE_xv_n\cos\phi+B_n)$. Averaging over $\phi$ gives $\sum_{n'}\Gamma_{nn'}(c_n-c_{n'})=0$. Multiply by $c_n$, sum over $n$ and use $\Gamma_{nn'}=\Gamma_{n'n}$:

$$\tfrac12\sum_{nn'}\Gamma_{nn'}(c_n-c_{n'})^2=0 .$$

If scattering connects all subbands, they share one constant, a shift of chemical potential, which particle conservation sets to zero. Perfectly opposite displacements, $h_2=-h_1$, give $F_{nn'}=0$ between subbands of opposite parity. Two constants then remain, but neither carries current.

## Second derivation: emitted waves and collision histories

The same rate follows without a density of states. Let $A$ now be a rough patch, large compared with the wavelength, in an otherwise smooth film. The incident wave has unit probability within it. The outgoing solution of (1), with right-hand side $s(\mathbf r)$, uses the Green function $-\tfrac i4H_0^{(1)}(k_{n'}|\mathbf r-\mathbf r'|)$. At large distance $|H_0^{(1)}(x)|^2\to2/(\pi x)$, so

$$|\chi_{n'}|^2\to\frac{|\tilde s|^2}{8\pi k_{n'}r},\qquad \tilde s=\int s(\mathbf r')e^{-i\mathbf k'\cdot\mathbf r'}d^2r',$$

with $\mathbf k'$ pointing toward the observer. The probability current into $d\theta$ is $(\hbar k_{n'}/m)|\chi_{n'}|^2r\,d\theta$. For white noise $\langle|\tilde s|^2\rangle=4q_n^2q_{n'}^2F_{nn'}/L^2$, since the patch area cancels the normalization. Therefore

$$\frac{dI_{n'}}{d\theta}=\frac{\hbar}{8\pi m}\,\frac{4q_n^2q_{n'}^2F_{nn'}}{L^2}=\frac{\hbar q_n^2q_{n'}^2F_{nn'}}{2\pi mL^2}.$$

Averaged over the roughness, the wall radiates equally in all in-plane directions. Integration over $2\pi$ reproduces (2). Conservation of probability requires the incident wave to lose what is emitted, so its total loss rate is $\Gamma_n=\sum_{n'}\Gamma_{nn'}$.

For transport, follow an electron now in state $(n,\mathbf k)$ backward in time. Collisions preserve its energy; the field has done work $\mathcal W=-eE_x\int_{-\infty}^0v_x(t)\,dt$ on it. Its occupation was set in the distant past by $f_0$ at energy $E-\mathcal W$. To first order $f=f_0+(-\partial f_0/\partial E)\langle\mathcal W\rangle$, and hence

$$\Phi_n=-eE_x\int_0^\infty\langle v_x(-t)\rangle\,dt .$$

Since $W$ is symmetric and equilibrium fills all states of one energy equally, backward histories have the same collision rates as forward ones. With probability $e^{-\Gamma_nt}$ no collision occurred during the last interval $t$, and the velocity was $v_n\cos\phi$. If at least one occurred, the direction before it was uniformly distributed. It stays so through all earlier collisions, whatever subbands they involve, and the mean velocity is zero. Thus

$$\Phi_n=-eE_xv_n\cos\phi\int_0^\infty e^{-\Gamma_nt}dt=-\frac{eE_xv_n\cos\phi}{\Gamma_n}.$$

Comparison with the earlier form of $\Phi_n$ gives $\tau_n=1/\Gamma_n$, which is (4).

## Conductance and the opening number

The sheet conductance follows by summing $-ev_x$ over both spins:

$$G=e^2\sum_n2\int\frac{k\,dk\,d\phi}{(2\pi)^2}\,v_n^2\cos^2\phi\;\tau_n\,\delta(E-E_F)=\frac{e^2}{m}\sum_n\frac{k_n^2}{2\pi}\tau_n,\qquad \rho=\frac LG. \tag{5}$$

The example has rough copper density 85 nm$^{-3}$, which gives $k_F=13.76$ nm$^{-1}$ and $\sum q_n^2=1307$ nm$^{-2}$. Each wall has $w=2.463\times10^{-5}$ nm$^4$, independent of the other. With $\hbar/m=0.1158$ nm$^2$/fs and $q_1^2=0.395$ nm$^{-2}$,

$$\frac1{\tau_1}=\frac{2(2.463\times10^{-5})(0.1158)}{25}(0.395)(1307)\approx1.18\times10^{-4}\ \text{fs}^{-1}.$$

So $\tau_1\approx8500$ fs. The rate grows as $n^2$, and $\tau_{21}\approx19$ fs. The share of the first subband is

$$\frac{k_1^2}{\sum_nk_n^2/n^2}=\frac{k_1^2}{k_F^2\sum_n n^{-2}-N\pi^2/L^2}\approx\frac{189}{294}\approx0.64 .$$

This explains the opening number: electrons moving nearly parallel to the walls have long lifetimes, and isotropic in-scattering does not spread that advantage over the other subbands.

In a thick film $\sum q_n^2\to(L/\pi)\int_0^{k_F}q^2dq=Lk_F^3/(3\pi)$. An electron meets one wall or the other every $mL/(\hbar q_n)$, so its scattering probability per hit tends to

$$P_n=\frac{mL}{\hbar q_n\tau_n}\to\frac{2wq_nk_F^3}{3\pi},$$

independent of thickness, as a property of one wall should be. For $n=21$ the discrete sum gives 0.17 and the limit 0.18.

With a bulk relaxation time of 24.5 fs, from a rough room-temperature mean free path of 39 nm, the rates add within each subband. The resistivity is 2.10 µΩ cm ($2.10\times10^{-8}$ Ω m), against 1.71 for bulk scattering alone and 0.045 for surfaces alone. The resistivities do not add because (5) sums lifetimes: bulk scattering cuts off the long-lived subbands that made the surface-only value so small. With this bulk time the first subband's share of the conductance falls from 64 % to about 9 %, close to its 7 % share of the electrons.

## When roughness has a finite correlation length

Let $\langle h(\mathbf r)h(0)\rangle=\Delta^2e^{-r^2/\xi^2}$ on each wall. Completing the square in its Fourier integral gives $S(Q)=\pi\Delta^2\xi^2e^{-Q^2\xi^2/4}$, which replaces $w$. Since $Q^2=k_n^2+k_{n'}^2-2k_nk_{n'}\cos\theta$,

$$\frac{\Gamma^{(1)}_{nn'}}{\Gamma_{nn'}}=\frac{\int\cos\theta\,e^{x\cos\theta}d\theta}{\int e^{x\cos\theta}d\theta}\simeq\frac x2,\qquad x=\frac{k_nk_{n'}\xi^2}{2}\ll1 .$$

Insert this into (3) and use $\Gamma_{nn'}\tau_{n'}\simeq q_n^2/\sum_jq_j^2$, valid at leading order for independent equal walls. The relative gain of $\tau_n$ over $1/\Gamma_n$ is

$$\delta_n=\sum_{n'}\frac{k_nk_{n'}\xi^2}{4}\,\frac{k_{n'}}{k_n}\,\frac{q_n^2}{\sum_jq_j^2}=\frac{\xi^2q_n^2}{4}\,\frac{\sum_jk_j^2}{\sum_jq_j^2}.$$

Weighting by $k_n^2\tau_n\propto k_n^2/q_n^2$ gives a surface-only conductance gain of about $1.83\,\xi^2$, with $\xi$ in nm. At $\xi=0.05$ nm this is 0.0046; the full solution gives 0.0045. At $\xi=1$ nm the expansion has failed, and in-scattering doubles the conductance.

## What each derivation assumes

Both derivations share the first-order wall condition, which requires $k_F\Delta\ll1$. The scattered near field varies over a distance of order $\xi$, so replacing $\psi_1(L+h_2)$ by $\psi_1(L)$ also needs $\Delta\ll\xi$. White noise then means $\Delta\ll\xi\ll1/k_F$, not a literal delta function, whose height variance would be infinite. Both also treat collisions as independent and ignore coherence between subbands, which is safe when level broadening stays well below the spacing of the subbands that scattering can mix coherently.

The first derivation uses the golden rule and needs a separate argument for uniqueness. In return, (3) handles any isotropic roughness spectrum. It was tested against a numerical solution that leaves the angular dependence free, with 24 directions, $\hbar=m=1$, $L=\pi$, $k_F=3.5$, $w_{11}=0.01$, $w_{22}=0.02$ and $w_{12}=0.006$. The three relaxation times agreed with (4) to within one part in $10^8$.

The second derivation replaces the density of states by an outgoing current and fixes the isotropic part through the initial equilibrium. It needs symmetric rates to reverse the histories, and its one-line ending depends on complete loss of directional memory in one collision. With correlated roughness the histories must be followed through many collisions, which amounts to solving (3).

Circular subbands are not essential. If in-plane and vertical motion separate and $E(\mathbf k')=E(-\mathbf k')$, white noise weights $\mathbf k'$ and $-\mathbf k'$ equally, their velocities cancel, and in-scattering again brings no current.

## The example beside a real copper film

The white-noise strength came from $\Delta=0.02$ nm and $\xi=0.14$ nm. Real interconnect walls are typically much rougher, roughly tenths of a nanometre in height with correlation over nanometres. Such walls violate both $k_F\Delta\ll1$ and $k_F\xi\ll1$; the second condition fails even here, where $k_F\xi=1.9$. With $\Delta$ and $\xi$ held fixed, the Gaussian spectrum lowers the resistivity from 2.10 to 1.91 µΩ cm when in-scattering is dropped, and to 1.85 when it is kept. Measured from the bulk value, white noise overstates the surface contribution by a factor of about 2.7. Most of that error comes from the overestimated total rate, the rest from missing in-scattering.

Some other neglected effects were sized for this example. Here $(k_F\Delta)^2=0.08$, wall penetration for a rough 4.5 eV work function is at most 3.7 % of $L$ (a finite barrier of that height binds 22 occupied subbands instead of 21, yet changes the resistivity by only about 0.3 %), and thermal smearing at 300 K changes the resistivity by 0.2 %. Surface and bulk broadening of the top subband total 0.06 eV, well below the 0.62 eV spacing but about equal to the distance from the Fermi energy to the next subband, so the count of 21 is not sharp. With sharp levels the result steps at this threshold: at the same density, going from $L=5.02$ to $5.03$ nm opens subband 22 and raises the resistivity from 2.09 to 2.14 µΩ cm, an 11 % rise in the excess over bulk, so the last digit of 2.10 should not be relied on. The lowest two subbands are only $3\hbar^2q_1^2/2m\approx0.045$ eV apart, while bulk scattering broadens them by 0.027 eV. This overlap does not by itself make them coherent: with equal, independent walls and uniformly distributed bulk scatterers the film is mirror-symmetric on average, so subbands of opposite parity, such as these two, are not mixed coherently on average. Subbands 1 and 3, which have equal parity, are 0.12 eV apart, well above the broadening. Grain boundaries, liners and copper's true Fermi surface are left out, and their effect was not estimated. The numerical output below lists the remaining values.

## Numbers as computed

```
largest relative error, ripple test: 3.6e-04
film width L: 5.0 nm
electron density: 85 nm^-3
rms height Delta: 0.020 nm
correlation length xi: 0.140 nm
white-noise strength w per wall: 2.463e-05 nm^4
bulk mean free path (rough input): 39 nm
hbar/m: 0.11577 nm^2/fs
occupied subbands N: 21
Fermi wavenumber kF: 13.762 nm^-1
Fermi energy from well bottom: 7.216 eV
Fermi velocity: 1.593 nm/fs
sum of q_n^2: 1307.1 nm^-2
n=1: q_n 0.628 nm^-1, k_n 13.748 nm^-1, rate 1.177e-04 fs^-1, tau 8495.3 fs
n=2: q_n 1.257 nm^-1, k_n 13.705 nm^-1, rate 4.708e-04 fs^-1, tau 2123.8 fs
n=10: q_n 6.283 nm^-1, k_n 12.244 nm^-1, rate 1.177e-02 fs^-1, tau 85.0 fs
n=21: q_n 13.195 nm^-1, k_n 3.912 nm^-1, rate 5.191e-02 fs^-1, tau 19.3 fs
share of n=1 in surface-only conductance: 64.2 %
bulk relaxation time: 24.48 fs
resistivity, surface only, white noise: 0.0446 microohm cm
resistivity, bulk only: 1.7056 microohm cm
resistivity, bulk + white noise: 2.0988 microohm cm
same in ohm m: 2.099e-08 ohm m
bulk + Gaussian xi, full: 1.8508 microohm cm
bulk + Gaussian xi, out-scattering only: 1.9102 microohm cm
surface-only conductance, full / out-scattering only:
  xi 0.01 nm, kF*xi 0.138: ratio 1.0002
  xi 0.02 nm, kF*xi 0.275: ratio 1.0007
  xi 0.05 nm, kF*xi 0.688: ratio 1.0045
  xi 0.14 nm, kF*xi 1.927: ratio 1.0328
  xi 0.50 nm, kF*xi 6.881: ratio 1.3212
  xi 1.00 nm, kF*xi 13.762: ratio 2.0049
gain ratio when xi doubles from 0.005 nm: 3.998
scattering probability per wall hit, n=N: 0.170
(kF*Delta)^2: 0.076
broadening hbar/tau, n=N, surface: 0.0342 eV
broadening hbar/tau, bulk: 0.0269 eV
subband spacing E_N - E_(N-1): 0.617 eV
Fermi energy above bottom of subband N: 0.583 eV
Fermi energy below bottom of subband N+1: 0.064 eV
thermal energy at 300 K: 0.0259 eV
resistivity with 300 K smearing, bulk + white: 2.1025 microohm cm
work function (rough input): 4.5 eV
penetration into both walls: 0.184 nm, 3.7 % of L
```
